# Compact Fourth-Order 19-Point Discretisation of the Poisson Equation

## A factor of 450 from averaging the charge

A Gaussian charge $+e$ of width $\sigma=0.1$ nm sits in a periodic vacuum cube of side $L=1$ nm, with a uniform background that makes the cell neutral. These are round model parameters. On a grid of $32^3$ points a certain 19-point difference operator gives the potential with a largest error of 93.1 mV, worse than the 57.2 mV of the ordinary seven-point operator. If the same operator is kept and the charge density at each point is replaced by half its own value plus one twelfth of each of its six face neighbours, the error falls to 0.205 mV.

The equation to be solved is, in SI units and for uniform permittivity,

$$\nabla^2\phi=f,\qquad f=-\rho/\varepsilon_0 .$$

The grid is cubic with spacing $h$. A point has 6 face neighbours at distance $h$ and 12 edge neighbours at distance $\sqrt2\,h$; with the point itself this makes 19. The 8 corner neighbours are not used.

## One dimension first

Adding the Taylor series of $\phi(x+h)$ and $\phi(x-h)$ cancels the odd powers:

$$\phi(x+h)+\phi(x-h)=2\phi+h^2\phi''+\frac{h^4}{12}\phi''''+\frac{h^6}{360}\phi^{(6)}+\dots$$

Subtracting $2\phi$ and dividing by $h^2$ gives the second difference

$$D=\partial^2+\frac{h^2}{12}\partial^4+\frac{h^4}{360}\partial^6+\dots \tag{1}$$

The error term $h^2\phi''''/12$ looks like a property of the unknown $\phi$, but the differential equation $\phi''=f$ turns it into $h^2f''/12$, which is known. Replacing $f''$ by $Df$ costs an error of order $h^2\cdot h^2$, so

$$D\phi=f+\frac{h^2}{12}Df+O(h^4).$$

Since $h^2Df=f(x+h)+f(x-h)-2f(x)$, the source weights are $1-\frac{2}{12}=\frac56$ at the centre and $\frac1{12}$ on each side. This is Numerov's scheme.

A quick check is $\phi=x^4$, $f=12x^2$, at $x=0$. The left side is $(h^4+h^4)/h^2=2h^2$. The right side is $\frac1{12}(12h^2+12h^2)=2h^2$. The unaveraged source would have given zero.

## Why seven points are not enough in three dimensions

Let $D_i$ be the second difference along axis $i$. The seven-point operator is $\sum_iD_i$, and by (1)

$$\sum_iD_i\phi=\nabla^2\phi+\frac{h^2}{12}\sum_i\partial_i^4\phi+O(h^4).$$

The differential equation supplies $\nabla^2f=\nabla^4\phi$, where

$$\nabla^4=\sum_i\partial_i^4+2\sum_{i<j}\partial_i^2\partial_j^2. \tag{2}$$

The mixed derivatives are missing from the seven-point error, so the one-dimensional substitution fails. No other averaging of the source helps either. Take

$$Q_4=x^4+y^4+z^4-3(x^2y^2+y^2z^2+z^2x^2).$$

In $\nabla^2Q_4$ the coefficient of $x^2$ is $12-6-6=0$, and likewise for $y^2$ and $z^2$. Thus $f=0$ everywhere and every average of $f$ vanishes. At the origin, however, $Q_4=0$ and each face neighbour has $Q_4=h^4$, so the seven-point operator returns $6h^4/h^2=6h^2$. Its second-order error is present even in charge-free space. The operator itself must be changed, and the edge neighbours are the nearest points that can supply mixed derivatives.

## The weights

Write $F$ and $E$ for the sums of $\phi$ over face and edge neighbours, and $\phi_0$ for the central value. Seek $A\phi=Bf+O(h^4)$ for all smooth $\phi$, where $A$ uses $\phi_0,F,E$ and $B$ uses the centre and faces. The weights respect cubic symmetry and do not depend on $h$, apart from the factor $1/h^2$ in $A$. The source weights sum to one, which fixes the common scale of the two sides.

A constant $\phi$ has $f=0$, so the weights of $A$ must sum to zero. The sum of the two neighbours along axis $i$ is the operator $2+h^2D_i$. Hence

$$F=\Big(6+h^2\sum_iD_i\Big)\phi,$$

$$E=\sum_{i<j}(2+h^2D_i)(2+h^2D_j)\phi=\Big(12+4h^2\sum_iD_i+h^4\sum_{i<j}D_iD_j\Big)\phi .$$

The factor 4 arises because each axis belongs to two of the three pairs, each time with a factor 2. Any zero-sum combination of $\phi_0,F,E$ is therefore a combination of the two difference sums, and the general candidates are

$$A=\alpha\sum_iD_i+\beta h^2\sum_{i<j}D_iD_j,\qquad B=1+\delta h^2\sum_iD_i .$$

Insert (1) and $f=\nabla^2\phi$. At order $h^0$, $\alpha\nabla^2=\nabla^2$, so $\alpha=1$. At order $h^2$,

$$\frac1{12}\sum_i\partial_i^4+\beta\sum_{i<j}\partial_i^2\partial_j^2=\delta\nabla^4 .$$

These derivatives can be chosen independently at a point, so their coefficients must match separately. With (2), the pure fourth derivatives give $\delta=\frac1{12}$ and the mixed ones give $\beta=2\delta=\frac16$. There is no freedom left.

To return to point values, solve the expressions for $F$ and $E$:

$$h^2\sum_iD_i\phi=F-6\phi_0,\qquad h^4\sum_{i<j}D_iD_j\phi=E-12\phi_0-4(F-6\phi_0)=E-4F+12\phi_0 .$$

Then

$$h^2A\phi=F-6\phi_0+\tfrac16(E-4F+12\phi_0)=\tfrac13F+\tfrac16E-4\phi_0 ,$$

and $Bf=f_0+\frac1{12}\big(\sum_{\rm faces}f-6f_0\big)$. The scheme is

$$\boxed{\frac{1}{6h^2}\Big[2\sum_{\rm faces}\phi+\sum_{\rm edges}\phi-24\phi_0\Big]=-\frac1{\varepsilon_0}\Big[\frac12\rho_0+\frac1{12}\sum_{\rm faces}\rho\Big]} \tag{3}$$

The central source weight $\frac12$ is what remains of 1 after six twelfths have gone to the faces. Six continuous derivatives of $\phi$ suffice for the $O(h^4)$ remainder: the Taylor remainder in $\phi$ is of order $h^6$ before division by $h^2$, and $f$ then has the four derivatives needed on the right.

**Limits.** If $\phi$ depends on $x$ alone, neighbours with equal $x$ merge. Each side receives one face and four edges, $\frac13+\frac46=1$; the centre receives $-4+\frac43+\frac46=-2$. The source weights become $\frac12+\frac4{12}=\frac56$ and $\frac1{12}$, so Numerov's scheme returns. These are the values printed as "planar source weights" in the output, where planar means a field that varies along one axis only. If $\phi$ is independent of $z$ only, a nine-point two-dimensional scheme results: $-4+\frac23=-\frac{10}3$ at the centre, $\frac13+\frac26=\frac23$ on the four sides and $\frac16$ on the diagonals, with source weights $\frac12+\frac2{12}=\frac23$ and $\frac1{12}$.

For $Q_4$, which defeated the seven-point operator, the 12 edge neighbours have the value $h^4(1+1-3)=-h^4$. Now $h^2AQ_4=\frac13(6h^4)+\frac16(-12h^4)=0$, as required.

## The error that remains

Define the truncation error $\tau=A\phi-B\nabla^2\phi$, and abbreviate

$$S_6=\sum_i\partial_i^6\phi,\qquad S_{42}=\sum_{i\ne j}\partial_i^4\partial_j^2\phi .$$

At order $h^4$, $A$ contributes $S_6/360$ from the single differences. The products contribute $\frac16\cdot\frac1{12}S_{42}=S_{42}/72$, because each factor $D_i$ can supply the fourth derivative. On the other side, $\frac{h^2}{12}\cdot\frac{h^2}{12}\sum_i\partial_i^4\nabla^2\phi=\frac{h^4}{144}(S_6+S_{42})$. Subtraction gives

$$\tau=h^4\Big[-\frac{S_6}{240}+\frac{S_{42}}{144}\Big]+O(h^6), \tag{4}$$

where the stated remainder needs eight continuous derivatives. Since $\tau$ starts with sixth derivatives, the scheme is exact on polynomials through degree five.

Could better source weights reach sixth order? In charge-free space write $a,b,c$ for $\partial_x^2,\partial_y^2,\partial_z^2$, with $a+b+c=0$ when acting on $\phi$. Then $a^3+b^3+c^3=3abc$, and $S_{42}$ corresponds to $\sum_i a_i^2(a+b+c-a_i)=-3abc$. Equation (4) becomes

$$\tau=-h^4\Big(\frac3{240}+\frac3{144}\Big)abc\,\phi=-\frac{h^4}{30}\,\partial_x^2\partial_y^2\partial_z^2\phi .$$

This is generally nonzero. An example is the harmonic polynomial

$$Q_6=x^6+y^6+z^6-\tfrac{15}2\sum_{i\neq j}x_i^4x_j^2+90x^2y^2z^2,$$

whose mixed derivative is $90\cdot8=720$, so that $AQ_6=-24h^4$ at the origin. The source is zero, so no source weights can cancel this. Nor can the ratio of face to edge weights be changed, since that ratio is fixed by $AQ_4=0$. A cubic-symmetric 19-point operator with $h$-independent weights therefore stops at fourth order.

## From a small truncation error to a small potential error

The discrete solution obeys $A\phi_h=Bf$, so the error $u=\phi_h-\phi$ satisfies $Au=-\tau$. It remains to show that inverting $A$ does not amplify $\tau$ as $h\to0$.

**Dirichlet box of side $L$.** The potential is given on the boundary, so $u=0$ there, and $\rho$ must be known on the boundary faces as well. Let $M=\max|\tau|$ and $w=Mx(L-x)/2$. Because $A$ is exact on quadratics, $Aw=-M$, hence

$$A(u-w)=-\tau+M\ge0 .$$

For any $v$ with $Av\ge0$, the central value is at most an average of its neighbours with positive weights, $\frac1{12}$ per face and $\frac1{24}$ per edge, which sum to $\frac12+\frac12=1$. An interior maximum would force all neighbours to share its value, and so on out to the boundary. The maximum is thus attained on the boundary, where $u-w\le0$. Therefore $u\le w\le ML^2/8$. The same argument for $-u$ gives

$$\max|\phi_h-\phi|\le\frac{L^2}{8}\max|\tau| .$$

This was tested in a dimensionless unit box with $\phi=e^x\cos(2y)\,e^{z/2}$. With 8 intervals per side the largest error is $6.80\times10^{-6}$ and the bound is $4.10\times10^{-5}$; with 16 intervals they are $4.36\times10^{-7}$ and $2.89\times10^{-6}$. The observed order is 3.96.

**Periodic cell.** On a plane wave, $h^2D_i$ becomes $-t_i$ with $t_i=4\sin^2(k_ih/2)$, between 0 and 4. Thus $-h^2A$ becomes

$$T-\frac16\sum_{i<j}t_it_j,\qquad T=\sum_it_i\le12 .$$

From $\sum_it_i^2\ge\sum_{i<j}t_it_j$ follows $T^2\ge3\sum_{i<j}t_it_j$. The subtracted term is at most $T^2/18\le\frac23T$, which leaves at least $\frac13T$. Equality occurs at $t_i=4$ for all three axes, the fastest alternation on the grid; the smallest computed ratio to the seven-point symbol is indeed 0.333333.

Only the constant mode has $T=0$. For all others $T/h^2\ge16/L^2$, because $\sin(\pi h/L)\ge2h/L$ when $h\le L/2$. With the grid means of $\phi_h$ and $\phi$ both set to zero, the root-mean-square error is at most $3L^2/16$ times that of $\tau$.

The constant mode has a physical consequence. The left side of (3) sums to zero over a periodic grid, so the right side must too. Since the weights of $B$ sum to one, averaging preserves the total charge, and the condition is that the sampled charge be neutral. A charged cell has no periodic solution until a background is added. Here the background is $-e/L^3=-1.602\times10^8$ C/m³, and the net grid charge vanishes to rounding. The mean potential is a convention, set to zero.

## One grid point by hand

At the charge centre with $h=0.03125$ nm, the converged Fourier series of the continuum problem gives 7.4941227 V at the centre, 7.3127802 V at a face neighbour and 7.1367165 V at an edge neighbour. By symmetry all faces are equal, and all edges are equal:

$$A\phi=\frac{12(7.3127802)+12(7.1367165)-24(7.4941227)}{6(0.03125)^2}\ \frac{\rm V}{\rm nm^2}=-1103.36\ \frac{\rm V}{\rm nm^2}.$$

The densities are $1.001258\times10^{10}$ C/m³ at the centre and $9.527797\times10^9$ C/m³ on the faces. The six face weights sum to $\frac12$, so

$$B\rho=\tfrac12(1.001258+0.9527797)\times10^{10}=9.77019\times10^9\ {\rm C/m^3},$$

and $-B\rho/\varepsilon_0=-1103.45$ V/nm². The sides differ by $\tau=0.097$ V/nm². The unaveraged source would be $-1130.83$ V/nm², off by 27.5 V/nm². The operator samples the curvature of $\phi$ over a neighbourhood, and the charge must be sampled over a matching one.

## Explaining the three errors

To leading order $A$ acts as $\nabla^2$, or $-k^2$ on a Fourier component, so $Au=-\tau$ gives $u_k=\tau_k/k^2$. In (4) each $\partial_i^2$ becomes $-k_i^2$, and three such factors reverse the sign:

$$u_k=\frac{h^4}{k^2}\Big[\frac1{240}\sum_ik_i^6-\frac1{144}\sum_{i\ne j}k_i^4k_j^2\Big]\phi_k .$$

For an isolated Gaussian, $\phi_k$ depends only on $k=|\mathbf k|$, and the central value is an integral over all $\mathbf k$. Directions can therefore be averaged. With $n_i=k_i/k$, the averages are $\langle n_i^4\rangle=\frac15$ and $\langle n_i^6\rangle=\frac17$, so the first sum gives $\frac37k^6$ and the second $(\frac35-\frac37)k^6=\frac6{35}k^6$. The bracket averages to

$$\Big(\frac1{560}-\frac1{840}\Big)k^6=\frac{k^6}{1680}.$$

Using $k^2\phi_k=\rho_k/\varepsilon_0$, and $k^2\to-\nabla^2$,

$$u(0)=-\frac{h^4}{1680\,\varepsilon_0}\nabla^2\rho(0).$$

Near the centre $\rho=\rho_G(1-r^2/2\sigma^2+\dots)$, where $\rho_G$ is the peak density, and $\nabla^2r^2=6$. Thus $-\nabla^2\rho(0)=3\rho_G/\sigma^2$ and

$$u(0)=\frac{h^4\rho_G}{560\,\varepsilon_0\sigma^2}\qquad\text{(averaged source)}. \tag{5}$$

For the seven-point operator, $\tau=\frac{h^2}{12}\sum_i\partial_i^4\phi$, so $u_k=\frac{h^2}{12k^2}\sum_ik_i^4\phi_k$. The directional average is $\frac1{12}\cdot\frac35=\frac1{20}$, and

$$u(0)=\frac{h^2\rho_G}{20\,\varepsilon_0}\qquad\text{(seven-point)}. \tag{6}$$

For the 19-point operator with the plain source, $A\phi_h=f$ while $A\phi=f+\frac{h^2}{12}\nabla^2f+O(h^4)$. Hence $\nabla^2u=-\frac{h^2}{12}\nabla^2f$ to leading order. Both $u$ and $f$ have zero mean in the neutral cell, so

$$u=-\frac{h^2}{12}f=\frac{h^2\rho}{12\,\varepsilon_0}\qquad\text{(plain source)}, \tag{7}$$

at every point, with the background included in $\rho$. Comparing (7) with (6), and neglecting the small background, the plain-source error at the centre is $20/12\approx1.67$ times the seven-point one. The computed ratio at $32^3$ is $93.1/57.2=1.63$. The 19-point operator is thus no improvement at the charge until its source is averaged.

On the $64^3$ grid, $h=0.015625$ nm and $\rho_G/\varepsilon_0=1.01728\times10^{10}/8.854188\times10^{-12}$ V/m² $=1148.9$ V/nm². Formula (5) gives

$$u(0)=\frac{(0.015625)^4(1148.9)}{560(0.1)^2}\ {\rm V}=0.0122\ {\rm mV},$$

against a computed 0.0125 mV. The other two predictions are 14.0 and 23.0 mV, against 14.2 and 23.1 mV. Formulas (5) and (6) omit periodic images, and all three omit higher powers of $h$; the calculation does not separate these contributions. From $32^3$ to $64^3$ the observed orders are 4.04, 2.01 and 2.01 for (5), (6) and (7). On all three grids the largest error has the same size as the error at the charge centre.

## How coarse a grid, and what it cannot cure

The isolated Gaussian has central potential

$$\phi(0)=\int\frac{\rho}{4\pi\varepsilon_0r}\,d^3r=\frac{\rho_G}{\varepsilon_0}\int_0^\infty re^{-r^2/2\sigma^2}dr=\frac{\rho_G\sigma^2}{\varepsilon_0}=11.49\ {\rm V}.$$

Dividing (5) by this gives a relative error of $(h/\sigma)^4/560$. It applies to the centre of an isolated Gaussian when $h$ is well below $\sigma$. On the $16^3$ grid, where $h/\sigma=0.625$, scaling the $64^3$ prediction by $4^4=256$ gives 3.13 mV, while the computed error is 3.66 mV, already 17% larger. For a point charge, $\sigma\to0$, the estimate diverges and the smoothness assumption behind (3) is lost. It is also lost at a sharp dielectric interface, and a position-dependent permittivity changes the equation itself.

If the cell is meant to represent an isolated charge, a much larger error has nothing to do with the grid. With the mean of the periodic potential set to zero and the isolated potential vanishing at infinity, the periodic central potential lies 4.00 V below the isolated one, about 20,000 times the 0.205 mV discretisation error at $32^3$. Refining the grid converges to the periodic answer and leaves this shift in place.

Supercells for charged defects are often roughly one to a few nanometres across, so the 1 nm cube is at the small end. Vacuum is the untypical choice, since the host crystal screens the charge. For a uniform isotropic relative permittivity $\varepsilon_r$, every potential and error above is divided by $\varepsilon_r$: a round value of 10 would leave a shift of 0.40 V and a grid error of 0.02 mV. Their ratio is unchanged. Crystals with an anisotropic permittivity break this scaling, and also the cancellation behind (3), which used the isotropic Laplacian; the weights of $A$ would have to be derived again. This works when the principal axes of the permittivity lie along the grid, and the source weights then stay the same: the edge weight in the $ij$ plane becomes $(\varepsilon_i+\varepsilon_j)/12$ and the face weight along axis $i$ becomes $(4\varepsilon_i-\varepsilon_j-\varepsilon_k)/6$. That face weight is negative when $4\varepsilon_i<\varepsilon_j+\varepsilon_k$, as in strongly layered crystals, and the maximum-principle argument above then no longer applies. For tilted axes even the full block of $3\times3\times3$ points is in general too small for fourth order: matching the terms $\partial_i^3\partial_j$ and $\partial_i\partial_j^3$ requires $\varepsilon_{ii}=\varepsilon_{jj}$ for every pair with $\varepsilon_{ij}\ne0$. Using (3) unchanged would solve the isotropic equation instead of the anisotropic one, an error that refining the grid does not remove. The computed values for all grids are in the numerical output below.

## Table of computed values

```
A weights times h^2 (centre, face, edge): -4 1/3 1/6
B weights (centre, face): 1/2 1/12
planar source weights (centre, side): 5/6 1/12
seven-point on harmonic quartic, h=1: 6
19-point on harmonic quartic, h=1: 0
19-point on harmonic sextic, h=1: -24
smallest symbol ratio 19-point/seven-point: 0.333333
Dirichlet test, unit box, dimensionless:
  8 intervals: max error 6.799e-06, bound 4.101e-05
  16 intervals: max error 4.360e-07, bound 2.887e-06
  observed order: 3.963
cell side: 1.000 nm; Gaussian width: 0.100 nm
charge: 1.602177e-19 C; eps0: 8.854188e-12 F/m
Gaussian peak density: 1.01728e+10 C/m^3
uniform background density: -1.60218e+08 C/m^3
largest net grid charge: 8.6e-16 e
Mehrstellen:
  N=16, h=0.062500 nm: centre error 3.66443 mV, max |error| 3.66443 mV
  N=32, h=0.031250 nm: centre error 0.20489 mV, max |error| 0.20489 mV
  N=64, h=0.015625 nm: centre error 0.01246 mV, max |error| 0.01246 mV
  order from N=32 to 64: 4.039
seven-point:
  N=16, h=0.062500 nm: centre error 235.40319 mV, max |error| 235.40319 mV
  N=32, h=0.031250 nm: centre error 57.23866 mV, max |error| 57.23866 mV
  N=64, h=0.015625 nm: centre error 14.21341 mV, max |error| 14.21341 mV
  order from N=32 to 64: 2.010
19-point, plain source:
  N=16, h=0.062500 nm: centre error 386.65450 mV, max |error| 386.65450 mV
  N=32, h=0.031250 nm: centre error 93.14824 mV, max |error| 93.14824 mV
  N=64, h=0.015625 nm: centre error 23.07628 mV, max |error| 23.07628 mV
  order from N=32 to 64: 2.013
leading centre errors predicted at N=64:
  Mehrstellen: 0.01223 mV
  seven-point: 14.02497 mV
  19-point, plain source: 23.00680 mV
stencil at charge centre, N=32, reference potential:
  phi centre: 7.4941227 V
  phi face:   7.3127802 V
  phi edge:   7.1367165 V
  rho centre: 1.001258e+10 C/m^3
  rho face:   9.527797e+09 C/m^3
  A phi: -1103.3570 V/nm^2
  -B rho/eps0: -1103.4542 V/nm^2
  -rho/eps0 without averaging: -1130.8304 V/nm^2
  truncation error tau: 0.0972 V/nm^2
isolated Gaussian, central potential: 11.48925 V
periodic minus isolated central potential: -3.99513 V
```
